# Optimal Jones vector for one source point in vector imaging

## Two beams

Two plane waves cross in the $xz$ plane at angles $\pm\theta$ to the $z$ axis, with amplitudes $1$ and $b$, $0<b<1$. At a bright point they add; at a dark point the second has the opposite sign. With the electric field along $y$ (TE), the two fields are parallel and

$$R_{TE}=\left(\frac{1+b}{1-b}\right)^2 .$$

With the field in the plane of incidence (TM), the unit vectors are $(\cos\theta,0,-\sin\theta)$ and $(\cos\theta,0,\sin\theta)$. The $z$ components subtract where the $x$ components add, so

$$R_{TM}=\frac{(1+b)^2\cos^2\theta+(1-b)^2\sin^2\theta}{(1-b)^2\cos^2\theta+(1+b)^2\sin^2\theta}.$$

At $\theta=45^\circ$ this is 1: the TM contrast between the points has gone. For mixed polarization, the TE and TM intensities add without a cross term, so the total ratio lies between $R_{TE}$ and $R_{TM}$, and TE is best. As $b\to1$, TE light extinguishes the dark point and the ratio grows without bound.

With several orders outside one plane, no polarization is TE for all of them. The best compromise is an eigenvector of a two-by-two problem.

## Statement

A monochromatic, coherent source point has the uniform Jones vector $J=(J_x,J_y)^T$ in the pupil. The electric fields at a chosen bright and a chosen dark point are $F_bJ$ and $F_dJ$, with $3\times2$ complex matrices. Intensity means $|E|^2$, including $E_z$. Define

$$A=F_b^\dagger F_b,\qquad B=F_d^\dagger F_d,\qquad R(J)=\frac{J^\dagger AJ}{J^\dagger BJ}.$$

If $B$ is positive definite, the maximum of $R$ is the larger root $\lambda_+$ of $\det(A-\lambda B)=0$, attained by the solutions of $AJ=\lambda_+BJ$. The two points are fixed in advance; other points and the process window are not optimized.

## The field matrices

The time factor is $e^{-i\omega t}$, $z$ points into the resist, and $k_0=2\pi/\lambda_0$. An order is labelled by $q=n\sin\theta(\cos\phi,\sin\phi)$, which refraction conserves. For periods $p_x,p_y$ and source direction $q_s$,

$$q_{mn}=q_s+\lambda_0(m/p_x,\,n/p_y),\qquad |q_{mn}|\le NA .$$

**Mask.** Take square posts of width $w$ and amplitude transmission $-t$ in a clear field. The transmission is 1 minus $(1+t)$ times the post's indicator function. Since

$$\frac1p\int_{-w/2}^{w/2}\cos\frac{2\pi mx}{p}\,dx=\frac{\sin(\pi mw/p)}{\pi m}\equiv s_m(p),\qquad s_0=\frac wp,$$

the order amplitudes are $a_{mn}=\delta_{m0}\delta_{n0}-(1+t)s_m(p_x)s_n(p_y)$. This is the thin-mask model. The tilt of rays at the mask is also neglected, so every order carries the same $J$.

**Lens.** Let $\hat q=q/|q|$ and $\hat s=(-\hat q_y,\hat q_x)$. The lens keeps the $s$ component and turns the $p$ component until it is transverse to the ray. Flux through a plane normal to the axis is proportional to $n\cos\theta|E|^2$, and the area reduction is the same for all orders. Flux conservation therefore gives, up to a common constant, the amplitude factor

$$\rho=\sqrt{\cos\theta_{mask}/\cos\theta_1},$$

where $\sin\theta_{mask}=|q|/4$ for fourfold reduction and $\theta_1$ is the angle in the liquid.

**Resist.** Let $g_j=\sqrt{n_j^2-|q|^2}$, with $j=1$ for liquid and $j=2$ for resist. For $s$ light, continuity of tangential $E$ and $H$ gives $1+r=t_s$ and $g_1(1-r)=g_2t_s$. Dividing the second by $g_1$ and adding,

$$t_s=\frac{2g_1}{g_1+g_2}.$$

For $p$ light, tangential $H$ is proportional to $nE$ and tangential $E$ to $(g/n)E$, so $1+r=(n_2/n_1)t_p$ and $1-r=(g_2n_1/g_1n_2)t_p$. Adding,

$$t_p=\frac{2n_1n_2g_1}{n_2^2g_1+n_1^2g_2}.$$

With the image focused at the surface of a semi-infinite, lossless resist, the map at depth $z$ is

$$M=\rho\,e^{ik_0g_2z}\left[t_s\begin{pmatrix}\hat s\\0\end{pmatrix}\hat s^T+\frac{t_p}{n_2}\begin{pmatrix}g_2\hat q\\-|q|\end{pmatrix}\hat q^T\right],$$

and the coherent sum is $F(r)=\sum a_{mn}M_{mn}e^{ik_0q_{mn}\cdot r}$. At $q=0$ the direction $\hat q$ is undefined, but $s$ and $p$ then coincide and any unit vector may be used.

Two limits check the structure. If one order passes, $F_b$ and $F_d$ differ by a phase, so $A=B$ and $R=1$ for every $J$. If all angles are small, all maps approach the same multiple of the identity, and $R$ becomes the scalar ratio, independent of polarization.

## Why the eigenvector is optimal

Because $B$ is positive definite, it factors as $B=LL^\dagger$ with invertible $L$. Put $Y=L^\dagger J$. Then

$$R=\frac{Y^\dagger HY}{Y^\dagger Y},\qquad H=L^{-1}A(L^\dagger)^{-1}.$$

$H$ is Hermitian and has orthonormal eigenvectors with eigenvalues $\lambda_+\ge\lambda_-$. Writing $c_\pm$ for the components of $Y$ along them,

$$R=\frac{|c_+|^2\lambda_++|c_-|^2\lambda_-}{|c_+|^2+|c_-|^2}.\tag{1}$$

This weighted mean cannot exceed $\lambda_+$. If $\lambda_+>\lambda_-$, equality requires $c_-=0$, which fixes $J$ up to a complex factor. If the roots coincide, every $J$ is equally good. Multiplying $HY=\lambda Y$ by $L$ gives $AJ=\lambda BJ$.

Partially polarized light is a mixture $\rho_J=\sum_kw_kJ_kJ_k^\dagger$ with $w_k\ge0$. Each state obeys $J_k^\dagger AJ_k\le\lambda_+J_k^\dagger BJ_k$. Summing with the weights gives $\mathrm{Tr}(A\rho_J)\le\lambda_+\mathrm{Tr}(B\rho_J)$, so a mixture cannot beat the best pure state.

## Closed form and pseudocode

Expanding the determinant and using $A_{21}=A_{12}^*$, $B_{21}=B_{12}^*$,

$$\det(A-\lambda B)=\det A-\lambda\left[A_{11}B_{22}+A_{22}B_{11}-2\,\mathrm{Re}(A_{12}B_{12}^*)\right]+\lambda^2\det B.$$

Call the bracket divided by $\det B$ $T$, and let $D=\det A/\det B$. Then $\lambda^2-T\lambda+D=0$, with

$$\lambda_+=\tfrac12\left(T+\sqrt{T^2-4D}\right),\qquad\lambda_-=D/\lambda_+.$$

The second form avoids subtracting the square root from $T$, which is nearly equal to it when $\lambda_-\ll\lambda_+$. The determinants themselves can still lose digits if $A$ or $B$ is nearly singular.

Let $K=A-\lambda_+B$. The vector $(-K_{12},K_{11})^T$ gives zero in the first row of $KJ$ and $\det K=0$ in the second. The vector $(K_{22},-K_{21})^T$ gives $\det K=0$ in the first row and zero in the second. Both vanish if and only if $K=0$, the case in which every $J$ is optimal.

```
input: order amplitudes, optics, bright and dark points
for each order inside the pupil:
    form M; add a*M*phase to F_bright and F_dark
A = F_bright^H F_bright;  B = F_dark^H F_dark
if F_dark is rank deficient: report the singular case
compute T, D, lambda_plus, K
J = longer of (-K12, K11) and (K22, -K21)
if J = 0: J = (1, 0)        # every J is optimal
normalize J; return J, lambda_plus
```

For $N$ orders the assembly costs $O(N)$; the eigenproblem costs a fixed, small number of operations.

## Singular and nearly singular dark points

Let $u,v$ be the columns of $F_d$. Lagrange's identity gives

$$\det B=|u|^2|v|^2-|u^\dagger v|^2=\sum_{i<j}|u_iv_j-u_jv_i|^2 .$$

Thus $B$ is positive definite if and only if $u$ and $v$ are independent, that is, if no polarization extinguishes all three field components at the dark point.

Suppose instead that $F_dJ_0=0$ with $J_0\ne0$. If $F_bJ_0\ne0$, $R$ is unbounded near $J_0$, as for balanced TE beams. If $F_bJ_0=0$ too and $B\ne0$, both intensities depend on the component of $J$ orthogonal to $J_0$ alone. $R$ is then the same for every other polarization and undefined at $J_0$. A solver should report these cases. Adding a small multiple of the identity to $B$ would hide them, and in the unbounded case that number would set the reported maximum; a physical background belongs in both matrices.

Near singularity, forming $B$ squares the singular values of $F_d$. A safer route factors $F_d=QU$, with orthonormal columns in $Q$ and a $2\times2$ triangular $U$. Setting $Y=UJ$ gives $R=|F_bU^{-1}Y|^2/|Y|^2$, so $\lambda_+$ is the square of the largest singular value of $F_bU^{-1}$.

Model errors matter as well. Vary $(A-\lambda B)J=0$ at a simple root and multiply from the left by $J^\dagger$. The term with $\delta J$ vanishes because $J^\dagger(A-\lambda B)=0$, leaving

$$\frac{\delta\lambda_+}{\lambda_+}=\frac{J^\dagger\delta A\,J}{J^\dagger AJ}-\frac{J^\dagger\delta B\,J}{J^\dagger BJ}.\tag{2}$$

The same absolute error hurts more at the dark point, where the denominator is small.

## Worked example: contact holes from dark posts

In negative-tone development the weakly exposed resist dissolves, so a dark post on the mask prints a hole. The example has $\lambda_0=193.4$ nm, $NA=1.35$, $n_1=1.44$, $n_2=1.70$, periods 104 nm and 112 nm, and 68 nm posts (wafer scale) with 6% intensity transmission. The source point is at $(0.64,0.56)$ in units of $NA$. The dark point is the post centre and the bright point the cell corner, both 30 nm deep.

Three orders pass:

| order | $q$ | $a$ |
|---|---|---|
| $(0,0)$ | $(0.8640,\ 0.7560)$ | $0.5058$ |
| $(-1,0)$ | $(-0.9956,\ 0.7560)$ | $-0.2130$ |
| $(0,-1)$ | $(0.8640,\ -0.9708)$ | $-0.2446$ |

At the post centre the amplitudes sum to $0.0482$; at the corner the two negative terms change sign and the sum is $0.9634$. A scalar calculation with equal weights would promise a ratio near $(0.9634/0.0482)^2\approx400$. The vector matrices are

$$A=\begin{pmatrix}0.798137&0.070437+0.005326i\\ \cdot&0.803798\end{pmatrix},$$
$$B=\begin{pmatrix}0.096877&0.063610-0.005945i\\ \cdot&0.107727\end{pmatrix},$$

where dots denote the complex conjugates. Then

$$\det B=B_{11}B_{22}-|B_{12}|^2=0.0063546,$$
$$T=\frac{0.085981+0.077870-0.008898}{0.0063546}=24.384,\qquad D=100.172,$$
$$\lambda_+=\tfrac12(24.384+\sqrt{594.59-400.69})=19.15,\qquad\lambda_-=5.23.$$

Here $K_{22}=-1.2597$ and $K_{21}=-1.1480-0.1192i$. The second candidate vector is the longer one; normalized with $J_x$ real and positive it is

$$J=(0.7373,\,-0.6719-0.0698i)^T .$$

A direct maximization over polarization, with each order's field found from the Maxwell boundary equations instead of the formulas for $t_s$ and $t_p$, returned the same ratio to a relative $10^{-7}$.

The major axis follows from $\tan2\psi=2\,\mathrm{Re}(J_x^*J_y)/(|J_x|^2-|J_y|^2)$, on the branch set by the signs of numerator and denominator: $\psi=-42.5^\circ$ from $x$. The ellipticity angle, half the arcsine of $2\,\mathrm{Im}(J_x^*J_y)$, is $-3.0^\circ$. The ellipticity comes from the depth. At $z=0$ the matrix $F$ at each of these two points is real apart from an overall phase, which cancels in $F^\dagger F$, so $A$, $B$ and the optimum would be real; at 30 nm the orders have acquired different phases.

The ratios for other polarizations are:

| polarization | ratio |
|---|---|
| optimum | 19.15 |
| azimuthal, $-48.8^\circ$ | 18.30 |
| $x$ | 8.24 |
| unpolarized | 7.83 |
| $y$ | 7.46 |
| radial | 5.29 |

The optimum gains a factor 2.4 over unpolarized light but 5% over azimuthal light.

The longitudinal field explains the ordering. For the worst polarization it supplies 0.154 of the dark intensity 0.166; for the best, 0.00005 of 0.038. Each order contributes to $E_z$ in proportion to $a\,q\cdot J$. If the remaining factors are taken equal, $E_z$ at the dark point vanishes when $J$ is perpendicular to

$$\sum a\,q=(0.438,\,0.459),$$

which is the direction $-43.7^\circ$, close to the computed axis. The remaining dark intensity is transverse and far above the scalar estimate $0.0482^2=0.0023$.

Turning the optimal ellipse by $5^\circ$ either way lowers the ratio to 18.71. Equation (1) accounts for this. The admixture of the worst state is about $\sin^25^\circ=0.0076$ if the two states are taken as orthogonal, but dark intensity weights it by $0.166/0.038\approx4.4$. The weight 0.033, divided by the total weight of about 1.03, times $\lambda_+-\lambda_-=13.9$ gives a loss near 0.45.

The optimization ignores the midpoints between neighbouring holes. With the optimal $J$, the corner is 2.0 times as bright as the midpoint along $x$ and 1.6 times as bright as that along $y$. A high corner-to-centre ratio therefore does not establish that holes remain separate over a wide dose range.

## Degraded images and the real process

Several degradations leave $A$ and $B$ Hermitian, so the solver is unchanged:

- Gaussian blur of rms width $\sigma_b$ multiplies the interference term of orders $i,j$ by $e^{-\sigma_b^2k_0^2|q_i-q_j|^2/2}$, the Gaussian average of its lateral phase factor.
- Flare, modelled as a fraction $f$ of the mean image, adds $f\sum a^2M^\dagger M$ to both matrices.
- A finite pole averages each matrix over source points.
- A degree of polarization $P$ replaces $A$ by $PA+\frac{1-P}{2}\mathrm{Tr}(A)\,I$, and $B$ likewise, for $|J|=1$.

With blur, one image matrix costs $O(N^2)$ per source point. The table gives the ratio with the original $J$ held fixed and one effect added at a time.

| effect | ratio |
|---|---|
| defocus, 30 nm | 13.2 |
| resist blur, 5 nm rms | 13.4 |
| zero-order phase error, $+10^\circ$ | 14.1 |
| ray tilt at the mask (projection model) | 15.7 |
| flare, 2% of mean image | 16.0 |
| degree of polarization 0.95 | 17.8 |
| substrate reflection, 0.5% | 18.1 |
| pole radius $0.025\,NA$ | 19.1 |
| absorption index 0.02 | 19.3 |
| all together | 6.2 |

Re-optimizing $J$ raises the last value to 6.4. For the ray tilt, the incident field at the mask is projected onto the plane transverse to each diffracted ray. Matching the tangential electric field at the mask instead gives 23.9, so even the sign of this effect depends on the mask model. The defocus has the sign that adds to the depth phases: $g_1$ and $g_2$ both fall with $|q|$. The opposite sign overcompensates those phases and gives 19.8. The sign of the phase error matters too: $-10^\circ$ gives 20.5.

These phase effects need care in interpretation. For three orders whose $q$ do not lie on one line, any set of phases equals an overall phase plus a sideways shift of the image. In the lossless resist, depth, defocus and zero-order phase error therefore move the image of this single source point without changing its shape. At points that move with it, the optimum is linearly polarized and its ratio is 20.75 in every case. The lower values in the table arise because the two points stay fixed. With four mirror-image source points and correspondingly mirrored polarizations, the shifts oppose one another, and the same fall at the fixed points becomes a real loss of contrast.

The wavelength, aperture and attenuated mask belong to the regime of water-immersion lithography. The optical constants are rough values, and the sizes of the degradations are chosen for illustration. The substrate reflection assumes an 80 nm resist and a real, positive reflection coefficient for the tangential field, and it neglects re-reflection at the top of the resist. Including re-reflection lowers the ratio from 18.1 to 16.9. Without it, other phases of the coefficient give ratios from 17.0 to 21.8, so the table entry is one case and not a typical size. The $10^\circ$ phase error stands in for mask topography and does not simulate it; the posts are 272 nm wide on the mask, comparable with the wavelength, so the thin-mask assumption is doubtful. The excluded order $(-1,-1)$, at $|q|=1.391$, starts to enter at a pole radius near $0.03\,NA$, and $(0,-1)$ starts to be cut near $0.037\,NA$. The small effect found for the pole therefore cannot be extrapolated to wide poles.

With the signs and sizes used in the table, defocus, blur and mask errors each move the ratio at the fixed points by more than the 5% that separates the optimum from azimuthal light. The numerical output gives the remaining intermediate values.

## Values computed for the example and the checks

```
wavelength 193.4 nm, NA 1.35, reduction 4
index: liquid 1.44, resist 1.70
pitch x 104 nm, y 112 nm, post 68 nm
post intensity transmission 0.06
source point sigma (0.64, 0.56), depth 30 nm
order (-1,0): q=(-0.9956, 0.7560), |q|=1.2501, a=-0.2130
order (0,-1): q=(0.8640, -0.9708), |q|=1.2996, a=-0.2446
order (0,0): q=(0.8640, 0.7560), |q|=1.1481, a=0.5058
order (-1,-1): |q|=1.3906, pupil edge 1.35
A11=0.798137, A22=0.803798
A12=0.070437+0.005326i
B11=0.096877, B22=0.107727
B12=0.063610-0.005945i
det B = 6.354590e-03
T = 24.3843, D = 100.1718
ratio: largest 19.1547, smallest 5.2296
best Jx = 0.73731
best Jy = -0.67194-0.06977i
best ellipse: major axis -42.48 deg from x
best ellipse: ellipticity angle -2.95 deg
azimuthal direction -48.81 deg from x
ratio, x polarization: 8.2387
ratio, y polarization: 7.4614
ratio, azimuthal polarization: 18.2999
ratio, radial polarization: 5.2871
ratio, unpolarized: 7.8295
ratio, best J turned by +5, -5 deg: 18.710, 18.710
best J: bright |E|^2 0.73148, dark 0.03819
best J: dark x, y, z parts 0.01839, 0.01975, 0.00005
worst J: bright |E|^2 0.86996, dark 0.16635
worst J: dark x, y, z parts 0.00614, 0.00612, 0.15409
best J: bright / midpoint along x = 2.001
best J: bright / midpoint along y = 1.585
neglected effect: ratio with same J, ratio re-optimized
resist absorption, kappa 0.02: 19.253, 19.253
substrate reflection 0.5%: 18.108, 18.116
defocus 30 nm: 13.161, 13.393
mask-side ray tilt: 15.740, 15.757
zero-order phase error 10 deg: 14.078, 14.101
pole radius 0.025 sigma: 19.057, 19.057
resist blur 5 nm rms: 13.396, 13.397
flare 2% of mean image: 16.016, 16.016
degree of polarization 0.95: 17.755, 17.755
all together: 6.238, 6.418
largest single effect: defocus 30 nm
```
